\section*{Racah Parameters of f² from Slater Integrals, with SO(7) and G2}

\section{The question}

Two electrons in an open $4f$ shell repel each other, and the repulsion splits their 91 states into seven terms. Pauli antisymmetry gives $^3P,{}^3F,{}^3H$ and $^1S,{}^1D,{}^1G,{}^1I$. Three Slater integrals control the splitting, so the two intervals among the triplets might be expected to vary independently. They do not: one combination $E_3$ fixes both, with
\begin{equation}
{}^3H=E_0-9E_3,\qquad {}^3F=E_0,\qquad {}^3P=E_0+33E_3 .
\label{goal}
\end{equation}

The regime is first order in the repulsion within the configuration, without spin-orbit coupling or configuration mixing. One-electron energies, common to all terms, are omitted; the common repulsion $F^0$ is kept. For a shell of angular momentum $l$, with radial density $P^2(r)$,
\begin{equation}
F^k=\iint P^2(r_1)P^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2
\end{equation}
in atomic units. Define unit tensors by
\begin{equation}
\langle m|u^k_q|m'\rangle=(-1)^{l-m}
\begin{pmatrix}l&k&l\\-m&q&m'\end{pmatrix}.
\end{equation}
The angular tensor in the multipole expansion is $C^k=(-1)^l(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}u^k$. Its coefficient enters once per electron, so its sign drops out:
\begin{equation}
E(L)=F^0+\sum_{k=2,4,\ldots}^{2l}g_kx_k(L),\quad
g_k=(2l+1)^2t_kF^k,\quad
t_k=\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2 .
\label{energy}
\end{equation}
Here $x_k(L)$ is the eigenvalue of $X_k=u^k(1)\cdot u^k(2)$. The coupling formula for a scalar product gives
\begin{equation}
x_k(L)=(-1)^LK_{Lk},\qquad
K_{Lk}=\begin{Bmatrix}l&l&L\\l&l&k\end{Bmatrix}=K_{kL}.
\label{cross}
\end{equation}
The last equality follows by exchanging upper and lower entries in the first and third columns. It lets a multipole rank and a pair angular momentum trade places. Even $L$ is orbitally symmetric, hence singlet; odd $L$ is triplet.

\section{Simple case: $p^2$ and exchange}

The $3j$ normalization gives $\mathrm{Tr}(u^k_qu^{k'\dagger}_{q'})=\delta_{kk'}\delta_{qq'}/(2k+1)$. Thus the matrices $\sqrt{2k+1}\,u^k_q$ form an orthonormal basis. For any such basis $B_a$, $\sum_aB_a\otimes B_a^\dagger$ is the same operator. The matrix units $|m\rangle\langle n|$ show that it interchanges the orbitals. Since $u_q^{k\dagger}=(-1)^qu^k_{-q}$,
\begin{equation}
\sum_k(2k+1)x_k(L)=(-1)^L .
\label{swap}
\end{equation}

A second rule follows from $A\mapsto JA^TJ^{-1}$, with $J|m\rangle=(-1)^{l+m}|-m\rangle$. By the column symmetry of the $3j$ symbol this map multiplies $u^k$ by $(-1)^k$. Applied to electron 2 in the interchange operator, it gives
\begin{equation}
\sum_{mn}|m\rangle\langle n|\otimes J|m\rangle\langle n|J^{-1}
=(2l+1)|S\rangle\langle S| ,
\end{equation}
where $|S\rangle=(2l+1)^{-1/2}\sum_m|m\rangle J|m\rangle$ is the $L=0$ state. Hence
\begin{equation}
\sum_k(-1)^k(2k+1)x_k(L)=(2l+1)\delta_{L0}.
\label{signed}
\end{equation}

In $p^2$ the even ranks are 0 and 2, and $x_0=1/3$. Half the sum of the two rules gives
\begin{equation}
\tfrac13+5x_2(L)=\tfrac12[(-1)^L+3\delta_{L0}],
\end{equation}
so $x_2(S,P,D)=1/3,-1/6,1/30$. With $t_2=2/15$, $g_2=6F^2/5$ and $^3P=F^0-F^2/5$.

A contact repulsion tests the sign. The expansion of an angular delta function gives $F^k=(2k+1)F^0$. Then $^3P=F^0-F^0=0$, as required: an antisymmetric orbital function vanishes when the electrons coincide.

\section{From $p^2$ to $f^2$: the SO(7) stage}

From here $l=3$. Exchange gives one relation among three nontrivial even ranks, so more structure is needed. Half the difference of (\ref{swap}) and (\ref{signed}) is
\begin{equation}
3x_1+7x_3+11x_5=\tfrac12[(-1)^L-7\delta_{L0}] .
\label{odd}
\end{equation}
The 21 odd-rank matrices change sign under the map above. They therefore preserve the bilinear form defined by $J$, and they generate SO(7). Let $V^k=u^k(1)+u^k(2)$. For one electron $u^k\cdot u^k$ is a multiple of the unit matrix with trace 1, hence $1/7$. The pair Casimir operator is
\begin{equation}
\sum_{k=1,3,5}(2k+1)V^k\cdot V^k
=6+2(3X_1+7X_3+11X_5).
\end{equation}
Its values are 0 for $S$, 7 for $D,G,I$, and 5 for $P,F,H$. These sets carry the SO(7) labels $(000)$, $(200)$ and $(110)$, of dimensions 1, 27 and 21. SO(7) alone leaves the triplets together.

\section{The G2 stage}

Keep ranks 1 and 5. The commutator $[u^1,u^5]$ has rank 5, and $[u^5,u^5]$ can contain ranks 1, 3 and 5. Its rank-3 part is proportional to
$\begin{Bmatrix}5&5&3\\3&3&3\end{Bmatrix}$.
Up to a nonzero prefactor, Racah's sum for this symbol is
\begin{equation}
\sum_{n=13}^{14}\frac{(-1)^n(n+1)!}
{(n-13)!\,[(n-11)!]^2(n-9)!\,(16-n)!\,[(14-n)!]^2}.
\end{equation}
The term $n=13$ has denominator $2!^2\,4!\,3!=576$ and equals $-14!/576$. The term $n=14$ is $15!/(3!^2\,5!\,2!)=15!/8640=14!/576$. They cancel. The $3+11=14$ matrices of ranks 1 and 5 close under commutation. The algebra they span has a nondegenerate Killing form and rank 2, and the only semisimple algebra of rank 2 and dimension 14 is G2. Ranks 1 and 3 do not close; the numerical output gives a nonzero remainder.

The same zero acts on pair states. The reduced element of $V^5$ between $L$ and $L'$ of equal parity is proportional to
$\begin{Bmatrix}L&5&L'\\3&3&3\end{Bmatrix}$.
For $F$ and $H$ this is the vanishing symbol with its columns permuted. For $F$ and $P$ the triangle rule fails, since $1+3<5$. Thus $F$ stands alone. The computed $D$--$G$, $D$--$I$ and $P$--$H$ elements are nonzero, with norms near 1. The G2 sets are
\begin{equation}
(10)=F,\qquad(11)=P+H,\qquad(20)=D+G+I,
\end{equation}
while $S$ is $(00)$.

Now form the G2 Casimir operator,
\begin{equation}
3V^1\cdot V^1+11V^5\cdot V^5=4+2(3X_1+11X_5).
\end{equation}
In an orthonormal Hermitian basis of generators the structure constants $f_{abc}$ are totally antisymmetric. The commutator of a generator $V_a$ with $\sum_bV_b^2$ is then $\sum_{bc}f_{abc}(V_cV_b+V_bV_c)=0$, up to a common factor. Because the operator commutes with $V^5$, its values agree on any two terms joined by $V^5$. So $3x_1+11x_5$ is constant on $D,G,I$. By (\ref{odd}) the full odd sum is $1/2$ there, so $x_3$ is constant too.

A trace fixes the constant. For $k>0$, $X_k$ has zero trace over all 49 orbital products, while its product with the interchange operator has trace $\sum_q\mathrm{Tr}(u_q^ku_q^{k\dagger})=1$. Therefore
\begin{equation}
\mathrm{Tr}_{\mathrm{sym}}X_k=\tfrac12,\qquad
\mathrm{Tr}_{\mathrm{anti}}X_k=-\tfrac12 .
\label{traces}
\end{equation}
The $6j$ symbol with one zero gives $x_k(S)=(-1)^k/7$. For $k=3$ the symmetric trace reads $-1/7+27x_3=1/2$, hence
\begin{equation}
x_3(D)=x_3(G)=x_3(I)=\tfrac1{42}.
\end{equation}

\section{The triplets}

Use (\ref{cross}) to exchange rank and pair angular momentum. The values just found are $K_{k3}$ for $k=2,4,6$. At $L=3$ the phase is negative, so
\begin{equation}
x_2(F)=x_4(F)=x_6(F)=-\tfrac1{42}.
\end{equation}
This suggests the definition
\begin{equation}
E_0=F^0-\frac1{42}\sum_{k=2,4,6}g_k,
\qquad {}^3F=E_0 .
\label{E0}
\end{equation}
Sums over $g_k$ run over 2, 4, 6 throughout.

For each of these ranks the antisymmetric trace in (\ref{traces}) is $3x_k(P)+7x_k(F)+11x_k(H)=-1/2$. Removing the $F$ part gives
\begin{equation}
3x_k(P)+11x_k(H)=-\tfrac12+\tfrac16=-\tfrac13=14x_k(F).
\end{equation}
Multiplication by $g_k$ and summation yield
\begin{equation}
3[E(P)-E(F)]+11[E(H)-E(F)]=0 .
\label{bary}
\end{equation}
The orbital-degeneracy-weighted mean of $P$ and $H$ lies at $F$, whatever the radial function.

The scale comes from rank 1. Since $\mathbf l=\sqrt{l(l+1)(2l+1)}\,u^1=\sqrt{84}\,u^1$ and $\mathbf l_1\cdot\mathbf l_2=[L(L+1)-24]/2$,
\begin{equation}
x_1(L)=\frac{L(L+1)-24}{168}.
\label{x1}
\end{equation}
Exchanging rank and angular momentum once more, with a minus sign for $L=1$, gives $x_k(P)=[24-k(k+1)]/168$. Put
\begin{equation}
\Omega_k=\frac{k(k+1)}2-14,\qquad
(\Omega_2,\Omega_4,\Omega_6)=(-11,-4,7).
\end{equation}
Then
\begin{equation}
x_k(P)-x_k(F)=\frac{24-k(k+1)+4}{168}
=-\frac{2\Omega_k}{168}=-\frac{\Omega_k}{84}.
\end{equation}
With the definition
\begin{equation}
E_3=-\frac1{2772}\sum_k\Omega_kg_k,
\label{E3}
\end{equation}
the $P$ shift is $-\sum\Omega_kg_k/84=33E_3$. Equation (\ref{bary}) gives the $H$ shift as $-3(33E_3)/11=-9E_3$. This proves (\ref{goal}).

\subsection*{Two limits}

The squared $3j$ symbols are $t_2=4/105$, $t_4=2/77$, $t_6=100/3003$, so
\begin{equation}
g_2=\tfrac{28}{15}F^2,\qquad g_4=\tfrac{14}{11}F^4,\qquad
g_6=\tfrac{700}{429}F^6 .
\label{g}
\end{equation}
For a contact repulsion $F^k=(2k+1)F^0$ and $(g_2,g_4,g_6)=(28/3,126/11,700/33)F^0$. Their sum is $42F^0$, so $E_0=0$. Also
\begin{equation}
\sum_k\Omega_kg_k=\frac{-3388-1512+4900}{33}F^0=0,
\end{equation}
so $E_3=0$. All three triplets have zero energy, as antisymmetry demands.

For the Coulomb repulsion, (\ref{E3}) and (\ref{g}) give
\begin{equation}
E_3=\frac{F^2}{135}+\frac{2F^4}{1089}-\frac{175F^6}{42471}.
\label{E3F}
\end{equation}
The kernel $r_<^k/r_>^{k+1}$ decreases with $k$ when $r_1\ne r_2$, so $F^2>F^4>F^6>0$. The first coefficient, about 0.0074, exceeds the magnitude of the last, about 0.0041. Hence $E_3>0$ for any common radial function, and the order is $H<F<P$ at this level. The contact case evades this because its $F^k$ grow with $k$.

\section{Completing the transformation: the singlets}

For $^1S$, $x_k=1/7$ at even $k$, so its distance from $E_0$ is $(1/7+1/42)\sum g_k=\sum g_k/6$. Set
\begin{equation}
E_1=\frac1{54}\sum_kg_k,\qquad {}^1S=E_0+9E_1 .
\end{equation}
By (\ref{traces}) the mean of $x_k$ over $D,G,I$ is $(1/2-1/7)/27=5/378$. Its distance from $-1/42$ is $14/378=1/27$, which puts the mean energy at $E_0+2E_1$.

To resolve $D,G,I$, use $6j$ orthogonality and Racah's recoupling identity:
\begin{align}
\sum_k(2k+1)K_{Lk}K_{kL'}&=\frac{\delta_{LL'}}{2L+1},\\
\sum_k(-1)^k(2k+1)K_{Lk}K_{kL'}&=(-1)^{L+L'}K_{LL'} .
\end{align}
Half their sum retains even $k$. On the even indices 0, 2, 4, 6, the matrix $M_{Lk}=(2k+1)K_{Lk}$ thus obeys $M^2=(1+M)/2$, so its eigenvalues are $1$ or $-1/2$.

Taking $L$ even and $L'=1$ in the half-sum shows that the vector $K_{k1}$ has eigenvalue $-1/2$. By (\ref{x1}), $84K_{k1}=\Omega_k+2$ for $k=2,4,6$, and it is $-12$ for $k=0$. Split off $w=(-12,2,2,2)=2\mathbf 1-14e_0$, where $\mathbf 1$ has all entries 1 and $e_0$ has only its $k=0$ entry. The half-sum of (\ref{swap}) and (\ref{signed}) gives $M\mathbf 1=(\mathbf 1+7e_0)/2$, and $K_{L0}=1/7$ gives $Me_0=\mathbf 1/7$. Therefore $Mw=\mathbf 1+7e_0-2\mathbf 1=-w/2$. The remainder $(0,\Omega_2,\Omega_4,\Omega_6)$ also has eigenvalue $-1/2$.

With weights $2k+1=5,9,13$, the vector orthogonal to both the constant and $\Omega$ is, in Racah's scale,
\begin{equation}
(\varepsilon_2,\varepsilon_4,\varepsilon_6)=(286,-260,70),
\end{equation}
because $1430-2340+910=0$ and $-15730+9360+6370=0$. $M$ is self-adjoint under these weights, so $\varepsilon$ is its remaining eigenvector. If its eigenvalue were $-1/2$, then
\begin{equation}
K_{66}=\frac5{378}-\frac12\left(\frac1{13}-\frac1{27}\right)<0 .
\end{equation}
But the stretched $I$ state has both electrons in $m=3$, so $K_{66}=\langle3|u^6_0|3\rangle^2\ge0$. The eigenvalue is therefore 1.

The weighted norms are $\sum(2k+1)\Omega_k^2=1386$ and $\sum(2k+1)\varepsilon_k^2=1081080$. Spectral decomposition gives, for $L=2,4,6$,
\begin{equation}
x_k(L)=\frac5{378}-\frac{\Omega_L\Omega_k}{2772}
+\frac{\varepsilon_L\varepsilon_k}{1081080}.
\end{equation}
Multiply by $g_k$ and sum. The middle term is $\Omega_LE_3$, with the same $E_3$ as in the triplets. Defining $E_2=\sum\varepsilon_kg_k/1081080$,
\begin{align}
{}^1D&=E_0+2E_1+286E_2-11E_3,\\
{}^1G&=E_0+2E_1-260E_2-4E_3,\\
{}^1I&=E_0+2E_1+70E_2+7E_3 .
\end{align}

With $F_0=F^0$, $F_2=F^2/225$, $F_4=F^4/1089$ and $F_6=25F^6/184041$, substitution of (\ref{g}) gives
\begin{align}
E_0&=F_0-10F_2-33F_4-286F_6,\\
E_1&=\tfrac19(70F_2+231F_4+2002F_6),\\
E_2&=\tfrac19(F_2-3F_4+7F_6),\\
E_3&=\tfrac13(5F_2+6F_4-91F_6).
\end{align}
For the inverse, expand $g_k/(2k+1)$ in the constant, $\Omega_k$ and $\varepsilon_k$. The weighted projections are $54E_1/27$, $-2772E_3/1386$ and $E_2$, so
\begin{equation}
g_k=(2k+1)(2E_1+\varepsilon_kE_2-2\Omega_kE_3),\qquad
F^0=E_0+\tfrac97E_1 .
\end{equation}
No information is lost in the change of parameters.

\section{Reading the group labels}

Let $e_i$ be the operator multiplying $E_i$. Both $e_0$ and $e_1$ are constant on each SO(7) set, so they are SO(7) scalars. The operators $e_2$ and $e_3$ break SO(7). Their double commutators with the generators were computed, in a scale where one $f$ electron has Casimir value 6 in both groups. The SO(7) and G2 values are 36 and 36 for $e_2$, and 24 and 30 for $e_3$. These match the labels $(400)(40)$ and $(220)(22)$: the SO(7) formula $w_1(w_1+5)+w_2(w_2+3)+w_3(w_3+1)$ gives 36 and 24, and the G2 formula $u_1^2+u_1u_2+u_2^2+5u_1+4u_2$ gives 36 and 30. The SO(7) values alone are not decisive, since $(321)$ also gives 36 and $(300)$ also gives 24. Neither occurs among operators acting within the sets $(200)$ and $(110)$, because $(200)\times(200)=(400)+(310)+(220)+(200)+(110)+(000)$ and $(110)\times(110)=(220)+(211)+(200)+(111)+(110)+(000)$.

In the same scale the G2 Casimir value $C$ is 6 for $F$ and 12 for $P$ and $H$. The triplet coefficients of $E_3$ then take the form $-3[L(L+1)/2-C]$:
\begin{equation}
H:\ -3(15-12)=-9,\quad F:\ -3(6-6)=0,\quad P:\ -3(1-12)=33 .
\end{equation}

\section{A numerical case, and where the rule stops}

Take a hydrogenic $4f$ orbital with effective charge 12, a model rather than a named ion. Its integrals are $F^0=132280.6$, $F^2=74112.7$, $F^4=49518.3$ and $F^6=36635.5$, all in cm$^{-1}$. Equation (\ref{E3F}) gives
\begin{equation}
E_3=548.98+90.94-150.96\approx489\ \mathrm{cm}^{-1},
\end{equation}
and (\ref{E0}) gives
\begin{equation}
E_0=132280.6-3293.9-1500.6-1423.3\approx126063\ \mathrm{cm}^{-1}.
\end{equation}
Thus $^3F$ lies $9E_3\approx4401$ cm$^{-1}$ (0.546 eV) above $^3H$, and $^3P$ lies $33E_3\approx16136$ cm$^{-1}$ (2.001 eV) above $^3F$. The ratio is $11/3$.

The other parameters are $E_1=4836.0$ and $E_2=25.31$ cm$^{-1}$. Although $E_2$ is small, its coefficient in $^1G$ is large: $260E_2\approx6581$ cm$^{-1}$ cancels much of $2E_1\approx9672$ cm$^{-1}$. Together with the term $-4E_3\approx-1956$ cm$^{-1}$, this brings $^1G$ to $9672-6581-1956=1135$ cm$^{-1}$ above $^3F$, well below $^3P$. Direct diagonalization in all 91 states, with angular integrals evaluated by quadrature, reproduces the seven energies to rounding error. That agreement tests the algebra, not the model, which omits relativity, correlation and the detailed screening of a real ion.

The triplet ratio rests on even multipole ranks. For odd ranks 1, 3 and 5 the combination $11x_k(H)+3x_k(P)-14x_k(F)$ is $1,-2,1$ instead of zero. An added energy $\alpha L(L+1)$, taken as a model of a correction from outside the configuration, contributes
\begin{equation}
\alpha(11\cdot30+3\cdot2-14\cdot12)=168\alpha
\end{equation}
to the left side of (\ref{bary}). Spin-orbit coupling also spoils a direct comparison, since it splits the triplets and mixes terms of equal total angular momentum. Within the stated first-order model, a departure from $-9:0:33$ cannot be repaired by changing the radial function.

\section*{Computed values}
\begin{verbatim}
two terms of the 6j sum {5 5 3;3 3 3}: -151351200 151351200
commutator leak, ranks 1,5 (G2): 6.7e-17
commutator leak, ranks 1,3: 0.1010
rank-5 link norms D-G, D-I, P-H: 1.0193 0.9924 1.0351
rank-5 link norm F-H: 1.2e-15
k=2: t_k=4/105, x_k(P,F,H)= 3/28 -1/42 -5/84
k=4: t_k=2/77, x_k(P,F,H)= 1/42 -1/42 -17/462
k=6: t_k=100/3003, x_k(P,F,H)= -3/28 -1/42 -1/924
k=2: x_k(S,D,G,I)= 1/7 19/420 -1/14 5/84
k=4: x_k(S,D,G,I)= 1/7 -1/14 97/1386 1/154
k=6: x_k(S,D,G,I)= 1/7 5/84 1/154 1/12012
11x(H)+3x(P)-14x(F), k=1..6: 1 0 -2 0 1 0
recoupling eigenvalues Omega, eps: -1/2 1
SO(7) Casimir, L=0..6: 0 10 14 10 14 10 14
G2 Casimir, L=0..6: 0 12 14 6 14 12 14
operator e2: SO(7) value 36, G2 value 36
operator e3: SO(7) value 24, G2 value 30
E0 coefficients of F^0,F^2,F^4,F^6: 1 -2/45 -1/33 -50/1287
E1 coefficients of F^0,F^2,F^4,F^6: 0 14/405 7/297 350/11583
E2 coefficients of F^0,F^2,F^4,F^6: 0 1/2025 -1/3267 175/1656369
E3 coefficients of F^0,F^2,F^4,F^6: 0 1/135 2/1089 -175/42471
divisors F_k = F^k/D_k, k=0,2,4,6: 1 225 1089 184041/25
E0 coefficients of F_0,F_2,F_4,F_6: 1 -10 -33 -286
E1 coefficients of F_0,F_2,F_4,F_6: 0 70/9 77/3 2002/9
E2 coefficients of F_0,F_2,F_4,F_6: 0 1/9 -1/3 7/9
E3 coefficients of F_0,F_2,F_4,F_6: 0 5/3 2 -91/3
effective charge of the 4f orbital: 12
F^0 = 132280.6 cm^-1
F^2 = 74112.7 cm^-1
F^4 = 49518.3 cm^-1
F^6 = 36635.5 cm^-1
E0 = 126062.81 cm^-1
E1 = 4836.02 cm^-1
E2 = 25.31 cm^-1
E3 = 488.97 cm^-1
3H: energy 121662.1, above 3H 0.0 cm^-1
3F: energy 126062.8, above 3H 4400.7 cm^-1
1G: energy 127197.7, above 3H 5535.7 cm^-1
1D: energy 137595.5, above 3H 15933.5 cm^-1
1I: energy 140929.5, above 3H 19267.4 cm^-1
3P: energy 142198.8, above 3H 20536.8 cm^-1
1S: energy 169587.0, above 3H 47924.9 cm^-1
3F-3H = 0.5456 eV, 3P-3F = 2.0006 eV
largest difference from 91-state diagonalization: 2.7e-10 cm^-1
\end{verbatim}
